**Ground-subband splitting of the L valleys in a 5 nm (111) germanium film**

For hard walls and parabolic valleys, the three tilted L valleys lie above the normal one by ΔE = (8/9)(π²ħ²/2L²)(1/m_t − 1/m_l), where L is the film thickness and m_l and m_t are the longitudinal and transverse masses. With m_l = 1.59 m0 and m_t = 0.0815 m0 the program prints ground levels of 9.46 and 165.10 meV, a splitting of 155.64 meV. It asserts that these levels, and the subband energies at one nonzero in-plane wavevector, agree with a finite-difference diagonalization that keeps the mixed derivatives, for all four valleys. It also asserts that the four valleys have equal confinement masses on a (100) surface. The finite-barrier ground levels are tested against a grid solution, the levels in a field against Airy functions, and the nonparabolic energies against a two-band matrix. With rough inputs, a 2 eV barrier lowers the splitting to 85.2 meV, or to 108.9 meV if the barrier mass equals the film mass, while a field of 0.5 MV/cm between hard walls raises it to 194.5 meV. At 300 K and 5×10¹² cm⁻² the tilted valleys hold 7.9 % of the electrons for hard walls and 41.9 % for the finite barrier with mass 0.3 m0.

## Numerical verification

```python
# Result under test: in a hard-wall Ge film of thickness L with (111) surfaces,
# the ground subbands of the three tilted L valleys lie above that of the normal
# L valley by (8/9) (pi^2 hbar^2 / 2 L^2) (1/mt - 1/ml), about 156 meV at 5 nm.
# ml, mt: longitudinal and transverse masses in units of the electron mass m0.
# C = hbar^2/(2 m0) in eV nm^2. Energies in eV, lengths in nm inside the program.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import airy

C = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18
ml, mt, L = 1.59, 0.0815, 5.0
T = 300.0
kT = sc.k * T / sc.e
unit = C * np.pi**2 / L**2          # ground energy for mass m0

# Derived formulas
m_norm = ml
m_tilt = 1 / ((1 / 9) / ml + (8 / 9) / mt)
E_norm, E_tilt = unit / m_norm, unit / m_tilt
split = (8 / 9) * unit * (1 / mt - 1 / ml)
m_long_plane = ml * mt / m_tilt
dos_tilt = np.sqrt(mt * m_long_plane)

# Full hard-wall problem, mixed derivatives included, for each valley
axes = np.array([[1, 1, 1], [-1, 1, 1], [1, -1, 1], [1, 1, -1]]) / np.sqrt(3)
normal = np.ones(3) / np.sqrt(3)
e1 = np.array([1, -1, 0]) / np.sqrt(2)
e2 = np.cross(normal, e1)


def inverse_mass(axis):
    return np.eye(3) / mt + (1 / ml - 1 / mt) * np.outer(axis, axis)


def full_ground(axis, k, points=400):
    W = inverse_mass(axis)
    h = L / (points + 1)
    wzz, w = normal @ W @ normal, normal @ W @ k
    H = np.diag(np.full(points, C * (2 * wzz / h**2 + k @ W @ k)) + 0j)
    upper = np.full(points - 1, -C * wzz / h**2 - 1j * C * w / h)
    H += np.diag(upper, 1) + np.diag(upper.conj(), -1)
    return eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]


k_zero = np.zeros(3)
k_test = 0.3 * e1 + 0.2 * e2
ground_numeric = []
for axis in axes:
    cosine = axis @ normal
    E0 = full_ground(axis, k_zero)
    Ek = full_ground(axis, k_test)
    ground_numeric.append(E0)
    if abs(cosine) > 0.9:
        expected0 = E_norm
        expected_k = E_norm + C * (k_test @ k_test) / mt
    else:
        u = axis - cosine * normal
        u /= np.linalg.norm(u)
        ku = k_test @ u
        expected0 = E_tilt
        expected_k = E_tilt + C * (ku**2 / m_long_plane
                                   + (k_test @ k_test - ku**2) / mt)
    # grid error is of relative order 5e-6
    assert abs(E0 - expected0) < 5e-6
    assert abs(Ek - expected_k) < 5e-6
split_numeric = np.mean(ground_numeric[1:]) - ground_numeric[0]
assert abs(split_numeric - split) < 5e-6
assert abs(split - 0.156) < 0.001

# On a (100) surface the four valleys stay degenerate
z100 = np.array([1.0, 0.0, 0.0])
w100 = np.array([z100 @ inverse_mass(a) @ z100 for a in axes])
assert np.ptp(w100) < 1e-10
E_100 = unit * w100.mean()

# Common slip: diagonal element of the mass tensor as confinement mass
m_slip = normal @ np.linalg.inv(inverse_mass(axes[1])) @ normal
split_slip = unit / m_slip - E_norm

ladder_norm = unit / m_norm * np.arange(1, 13)**2
ladder_tilt = unit / m_tilt * np.arange(1, 4)**2
below = int(np.sum(ladder_norm < E_tilt))
assert below == int(np.floor(np.sqrt(ml / m_tilt)))

# Finite barrier: envelope and (1/m) times its slope continuous
barrier, m_oxide = 2.0, 0.3


def finite_levels(m, mb):
    kmax = np.sqrt(m * barrier / C)

    def phase(k, n):
        kappa = np.sqrt(mb * max(barrier - C * k**2 / m, 0.0) / C)
        return k * L + 2 * np.arctan2(k * mb, m * kappa) - n * np.pi

    levels, n = [], 1
    while phase(kmax, n) > 0 and n <= 12:
        root = brentq(phase, 1e-9, kmax, args=(n,))
        levels.append(C * root**2 / m)
        n += 1
    return np.array(levels)


def finite_grid_ground(m, mb, h=0.01, pad=3.0):
    count = int(round((L + 2 * pad) / h))
    z = -pad + h * np.arange(1, count)
    mid = -pad + h * (np.arange(count) + 0.5)
    inv = np.where((mid > 0) & (mid < L), 1 / m, 1 / mb)
    V = np.where((z > 0) & (z < L), 0.0, barrier)
    V[(abs(z) < h / 4) | (abs(z - L) < h / 4)] = barrier / 2
    diag = C * (inv[:-1] + inv[1:]) / h**2 + V
    off = -C * inv[1:-1] / h**2
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


for m in (m_norm, m_tilt):
    for mb in (m_oxide, m):
        # interface and grid errors are of second order in the 0.01 nm step
        assert abs(finite_levels(m, mb)[0] - finite_grid_ground(m, mb)) < 5e-5
fin_norm = finite_levels(m_norm, m_oxide)
fin_tilt = finite_levels(m_tilt, m_oxide)
split_fin = fin_tilt[0] - fin_norm[0]
split_same = finite_levels(m_tilt, m_tilt)[0] - finite_levels(m_norm, m_norm)[0]
assert split_same < split and split_fin < split

# Uniform field across the hard-wall film
field_MV_cm = 0.5
slope = field_MV_cm * 0.1           # eV per nm


def field_ground(m, points=1000):
    h = L / (points + 1)
    z = h * np.arange(1, points + 1)
    return eigh_tridiagonal(2 * C / m / h**2 + slope * z,
                            np.full(points - 1, -C / m / h**2),
                            eigvals_only=True, select='i',
                            select_range=(0, 0))[0]


def airy_ground(m, guess):
    length = (C / (m * slope))**(1 / 3)

    def det(E):
        a = airy(-E / slope / length)
        b = airy((L - E / slope) / length)
        return a[0] * b[2] - b[0] * a[2]

    return brentq(det, guess - 1e-3, guess + 1e-3, xtol=1e-12)


F_norm, F_tilt = field_ground(m_norm), field_ground(m_tilt)
for m, E in ((m_norm, F_norm), (m_tilt, F_tilt)):
    assert abs(airy_ground(m, E) - E) < 1e-5
split_field = F_tilt - F_norm
assert split_field > split

# Nonparabolicity E(1 + alpha E) = parabolic energy, checked by a two-band matrix
alpha = 0.3


def nonparabolic(e):
    return (np.sqrt(1 + 4 * alpha * e) - 1) / (2 * alpha)


for e in (E_norm, E_tilt):
    coupling = np.sqrt(e / alpha)
    two_band = np.array([[0.0, coupling], [coupling, -1 / alpha]])
    assert abs(np.linalg.eigvalsh(two_band)[-1] - nonparabolic(e)) < 1e-10
split_np = nonparabolic(E_tilt) - nonparabolic(E_norm)

# One (111) bilayer more or less
lattice = 0.566
bilayer = lattice / np.sqrt(3)
split_thin = split * (L / (L - bilayer))**2
split_thick = split * (L / (L + bilayer))**2

# Fermi filling; two-dimensional state density includes spin
D_norm = mt / (2 * np.pi * C)
D_tilt = 3 * dos_tilt / (2 * np.pi * C)


def filling(norm, tilt, density, thermal):
    def parts(EF):
        a = D_norm * thermal * np.logaddexp(0, (EF - norm) / thermal).sum()
        b = D_tilt * thermal * np.logaddexp(0, (EF - tilt) / thermal).sum()
        return a, b
    EF = brentq(lambda x: sum(parts(x)) - density, -1.0, 2.0)
    a, b = parts(EF)
    return EF, b / (a + b)


sheet_cm2 = 5e12
EF_hard, share_hard = filling(ladder_norm, ladder_tilt, sheet_cm2 * 1e-14, kT)
EF_fin, share_fin = filling(fin_norm, fin_tilt, sheet_cm2 * 1e-14, kT)
onset = D_norm * np.sum(E_tilt - ladder_norm[:below])
cold = sc.k * 2.0 / sc.e
assert abs(filling(ladder_norm, ladder_tilt, onset, cold)[0] - E_tilt) < 5 * cold
assert share_fin > share_hard

# Other conduction valleys in the same hard-wall film, rough bulk inputs
gamma_offset, gamma_mass = 0.14, 0.04
delta_offset, delta_ml, delta_mt = 0.18, 0.95, 0.20
E_gamma = gamma_offset + unit / gamma_mass
E_delta = delta_offset + unit * ((1 / 3) / delta_ml + (2 / 3) / delta_mt)
assert E_tilt < min(E_gamma, E_delta)


def show(label, value, unit_name, digits=1):
    print(f"{label}: {value:.{digits}f} {unit_name}")


show("Film thickness L", L, "nm")
show("Longitudinal mass", ml, "m0", 2)
show("Transverse mass", mt, "m0", 4)
show("hbar^2/(2 m0)", C, "eV nm^2", 5)
show("Ground energy for mass m0", 1e3 * unit, "meV", 3)
show("Confinement mass, normal valley", m_norm, "m0", 2)
show("Confinement mass, tilted valleys", m_tilt, "m0", 4)
show("Ground subband, normal valley", 1e3 * E_norm, "meV", 2)
show("Ground subband, tilted valleys", 1e3 * E_tilt, "meV", 2)
show("Splitting, formula", 1e3 * split, "meV", 2)
show("Splitting, full diagonalization", 1e3 * split_numeric, "meV", 2)
show("Splitting / kT at 300 K", split / kT, "(no unit)", 2)
show("Thermal energy kT at 300 K", 1e3 * kT, "meV", 2)
print("Normal-valley subbands n=1..5:",
      " ".join(f"{1e3 * e:.1f}" for e in ladder_norm[:5]), "meV")
print("Normal subbands below tilted ground:", below)
show("Tilted in-plane mass, long direction", m_long_plane, "m0", 3)
show("Tilted density-of-states mass, one valley", dos_tilt, "m0", 3)
show("(100) film, common ground level", 1e3 * E_100, "meV")
show("Slip: mass-tensor diagonal element", m_slip, "m0", 3)
show("Slip: resulting splitting", 1e3 * split_slip, "meV")
show("Barrier height (rough)", barrier, "eV")
show("Barrier mass (rough)", m_oxide, "m0")
show("Finite barrier, normal ground", 1e3 * fin_norm[0], "meV")
show("Finite barrier, tilted ground", 1e3 * fin_tilt[0], "meV")
show("Finite barrier, splitting", 1e3 * split_fin, "meV")
show("Same, barrier mass = film mass", 1e3 * split_same, "meV")
show("Uniform field (rough)", field_MV_cm, "MV/cm")
show("Splitting in that field", 1e3 * split_field, "meV")
show("Nonparabolicity alpha (rough)", alpha, "1/eV")
show("Splitting with nonparabolicity", 1e3 * split_np, "meV")
show("(111) bilayer thickness", bilayer, "nm", 3)
show("Splitting, one bilayer thinner", 1e3 * split_thin, "meV")
show("Splitting, one bilayer thicker", 1e3 * split_thick, "meV")
print(f"Sheet density (rough): {sheet_cm2:.1e} cm^-2")
show("Fermi level, hard walls, 300 K", 1e3 * EF_hard, "meV")
show("Tilted share, hard walls, 300 K", 100 * share_hard, "%")
show("Fermi level, finite barrier, 300 K", 1e3 * EF_fin, "meV")
show("Tilted share, finite barrier, 300 K", 100 * share_fin, "%")
print(f"Cold filling onset of tilted valleys: {onset * 1e14:.2e} cm^-2")
show("Gamma bulk offset above L (rough)", gamma_offset, "eV", 2)
show("Gamma mass (rough)", gamma_mass, "m0", 2)
show("Gamma ground level in film", 1e3 * E_gamma, "meV", 0)
show("Delta bulk offset above L (rough)", delta_offset, "eV", 2)
print(f"Delta masses (rough): {delta_ml:.2f} and {delta_mt:.2f} m0")
show("Delta ground level in film", 1e3 * E_delta, "meV", 0)
print("checks complete")
```

Running it gives:

```
Film thickness L: 5.0 nm
Longitudinal mass: 1.59 m0
Transverse mass: 0.0815 m0
hbar^2/(2 m0): 0.03810 eV nm^2
Ground energy for mass m0: 15.041 meV
Confinement mass, normal valley: 1.59 m0
Confinement mass, tilted valleys: 0.0911 m0
Ground subband, normal valley: 9.46 meV
Ground subband, tilted valleys: 165.10 meV
Splitting, formula: 155.64 meV
Splitting, full diagonalization: 155.64 meV
Splitting / kT at 300 K: 6.02 (no unit)
Thermal energy kT at 300 K: 25.85 meV
Normal-valley subbands n=1..5: 9.5 37.8 85.1 151.4 236.5 meV
Normal subbands below tilted ground: 4
Tilted in-plane mass, long direction: 1.422 m0
Tilted density-of-states mass, one valley: 0.340 m0
(100) film, common ground level: 126.2 meV
Slip: mass-tensor diagonal element: 0.249 m0
Slip: resulting splitting: 50.9 meV
Barrier height (rough): 2.0 eV
Barrier mass (rough): 0.3 m0
Finite barrier, normal ground: 9.1 meV
Finite barrier, tilted ground: 94.3 meV
Finite barrier, splitting: 85.2 meV
Same, barrier mass = film mass: 108.9 meV
Uniform field (rough): 0.5 MV/cm
Splitting in that field: 194.5 meV
Nonparabolicity alpha (rough): 0.3 1/eV
Splitting with nonparabolicity: 148.2 meV
(111) bilayer thickness: 0.327 nm
Splitting, one bilayer thinner: 178.2 meV
Splitting, one bilayer thicker: 137.1 meV
Sheet density (rough): 5.0e+12 cm^-2
Fermi level, hard walls, 300 K: 79.6 meV
Tilted share, hard walls, 300 K: 7.9 %
Fermi level, finite barrier, 300 K: 53.9 meV
Tilted share, finite barrier, 300 K: 41.9 %
Cold filling onset of tilted valleys: 1.28e+13 cm^-2
Gamma bulk offset above L (rough): 0.14 eV
Gamma mass (rough): 0.04 m0
Gamma ground level in film: 516 meV
Delta bulk offset above L (rough): 0.18 eV
Delta masses (rough): 0.95 and 0.20 m0
Delta ground level in film: 235 meV
checks complete
```
